Flat Negative-Ion Core and Its Diffusive Edge with Uniform Electron Density, part 2

Negative ions in a discharge can form a flat core with a thin edge. The model is a steady, quasi-neutral slab, |x| < L, without detachment. The negative-ion density n vanishes at x = L, and no negative ions cross there. The electron density nₑ is taken as uniform; the positive-ion density is n + nₑ.

Attachment and ionization have frequencies νₐ and νᵢ per electron, recombination has coefficient K, and S = (νᵢ − νₐ)nₑ. The ions have fluxes Γ₊ and Γ₋, mobilities μ₊ and μ₋, and diffusion coefficients D₊ = μ₊Tᵢ and D₋ = μ₋Tᵢ, with D_h = 2D₊D₋/(D₊ + D₋). E is the field, Δφ the potential difference it builds up across the core, and a prime means d/dx. The ion and electron temperatures Tᵢ and Tₑ are in volts. Then

Γ₋′ = νₐnₑ − K n(n + nₑ),

Γ₊ = −D₊n′ + μ₊(n + nₑ)E,

Γ₋ = −D₋n′ − μ₋nE,

Γ₊ − Γ₋ = Sx.

Boltzmann electrons obey nₑ′/nₑ = −E/Tₑ. The first objection was that uniform nₑ then means zero field; the answer was that E/Tₑ is neglected while E/Tᵢ is kept.

For n ≫ nₑ, which fails in a thin outer foot,

Γ₊/D₊ + Γ₋/D₋ = −2n′.

The plateau density n₀ satisfies

K n₀² = P,

P = (D₋νᵢ + D₊νₐ)nₑ/(D₊ + D₋).

With ℓ = √(D_h/(Kn₀)), u = n/n₀ and s = (L − x)/ℓ, the edge profile obeys

d²u/ds² = u² − 1,

n = n₀[3 tanh²(s/√2 + c) − 2], tanh c = √(2/3).

Its slope at s = 0 is du/ds = 2/√3, and it reaches 90% of n₀ at s ≈ 1.75. The two edge tails lower u at the centre by 2.42 e^(−√2 L/ℓ).

The edge loss fixes S through SL = Γ₊(L), with

Γ₊(L) = 4D₊n₀/(√3 ℓ).

In the resulting plateau relation the diffusion coefficients combine, leaving only ℓ:

Kn₀²[1 − (2/√3)ℓ/L] = νₐnₑ.

Q. That cancellation is suspiciously neat. Can you get the same result without the field?

A. Yes. Integrate the negative-ion balance from the centre to the edge. Both end fluxes vanish, so total attachment equals total recombination:

νₐnₑL = K∫₀ᴸ n² dx.

With u = n/n₀, the missing recombination near the edge is Kn₀²ℓ∫(1 − u²)ds. The profile equation says 1 − u² = −d²u/ds², so

∫₀^∞ (1 − u²)ds = du/ds at s = 0 = 2/√3.

Therefore νₐnₑL = Kn₀²[L − (2/√3)ℓ], as before.

Q. But then total recombination always equals total attachment, even in a narrow slab. What does "recombination-dominated" mean?

A. It means that recombination is fast compared with diffusion across the slab, ℓ ≪ L. In the opposite case, still with n ≫ nₑ and confined negative ions, Γ₋ is negligible in the flux sum, and

n′ = −Sx/(2D₊).

The profile is a parabola, n = n_c(1 − x²/L²), with central density n_c. Since ∫₀¹(1 − z²)²dz = 1 − 2/3 + 1/5 = 8/15, the same total balance gives n_c = √(15νₐnₑ/(8K)). The total loss is by recombination in both cases; the shape tells them apart.

Q. Give me a case with numbers.

A. Take rough, round inputs for a strongly dissociated, fluorine-fed chamber-cleaning discharge: 1 Torr, 500 K, nₑ = 10¹⁰ cm⁻³, Tₑ = 3 eV, νₐ = 10⁵ s⁻¹ and K = 5 × 10⁻⁸ cm³/s. The ions are F₂⁺ and F⁻, with D₊ = 120 and D₋ = 160 cm²/s. The core half-width is L = 2 cm.

Local balance gives

√(10⁵ · 10¹⁰/(5 × 10⁻⁸)) = 1.41 × 10¹¹ cm⁻³.

The harmonic mean is D_h = 2 · 120 · 160/280 = 137 cm²/s. Solving the implicit equation gives n₀ = 1.47 × 10¹¹ cm⁻³, and then

ℓ = √(137/(5 × 10⁻⁸ · 1.473 × 10¹¹)) = 0.136 cm.

Thus L/ℓ = 14.7, and the correction factor is 1 − 1.155/14.7 = 0.921. Dividing 1.41 × 10¹¹ by √0.921 recovers n₀. The 90% width is 1.752 · 0.1364 = 0.239 cm, or 2.4 mm. The edge flux is

Γ₊ = 2 · 120 · 1.473 × 10¹¹ · 1.155/0.136 ≈ 3.0 × 10¹⁴ cm⁻² s⁻¹.

Division by L gives S = 1.5 × 10¹⁴ cm⁻³ s⁻¹, which is 15% of νₐnₑ. Ionization must exceed attachment by that fraction.

Q. Here n₀/nₑ is only 15. What happens in the foot, where you may not drop nₑ?

A. Set Γ₋ = 0 there, but keep nₑ. The negative ions obey n′ = −nE/Tᵢ, and the positive flux becomes

Γ₊ = D₊(2n + nₑ)E/Tᵢ.

Eliminating E gives

n′ = −nΓ₊/[D₊(2n + nₑ)].

For n ≫ nₑ this is the straight edge found before. For n ≪ nₑ it is an exponential with length D₊nₑ/Γ₊, here 0.0040 cm. The distance between a small density n_b and a larger density n is

(D₊/Γ₊)[2(n − n_b) + nₑ ln(n/n_b)].

The logarithm is the extra width. From n_b = 0.1nₑ to n₀/2 it adds about 0.0040 · ln 74 ≈ 0.017 cm. This is an estimate, because the upper limit is only roughly fixed.

Q. Was the complete problem ever solved, with the field kept?

A. Yes, numerically, with both flux equations, finite nₑ, Γ₋ = 0 and n = 0.1nₑ at the outer boundary, and νᵢ as an eigenvalue. For the example with uniform nₑ, the 90% width is 0.257 cm, 7% above the formula. The increase of 0.018 cm is close to the foot estimate. The central density is 1.43 × 10¹¹ cm⁻³, 3% below n₀.

A test nearer the limit used L equal to 12 scaled lengths, D₊/D₋ = 0.5 and nₑ equal to 1% of the local-balance density. The scaled length is ℓ evaluated at that density. Relative to the formulas, the central density was 0.4% low, the width 1.5% high and the ionization excess 2.3% high. The central density was 4.7% above local balance, so the correction from S is resolved.

Q. My first objection returns. You have a field through the whole core. Over many ℓ, can its potential not disturb the electrons?

A. It can, and this sets an upper limit on L/ℓ. In the plateau

E/Tᵢ = Sx/[(D₊ + D₋)n₀].

Integrate from 0 to L and insert SL = 4D₊n₀/(√3ℓ):

Δφ/Tᵢ = SL²/[2(D₊ + D₋)n₀] = (2/√3)[D₊/(D₊ + D₋)](L/ℓ).

For Boltzmann electrons, uniform nₑ therefore requires

(Tᵢ/Tₑ)(2/√3)[D₊/(D₊ + D₋)](L/ℓ) ≪ 1.

Together with L ≫ ℓ this leaves a window: the core must be wide compared with ℓ, but not so wide that the ion-scale potential adds up to Tₑ.

In the example Δφ/Tᵢ = 7.3 and Tₑ/Tᵢ = 70, so the left side is 0.10. The plateau potential alone lowers nₑ by 10% toward the edge. The numerical solution with Boltzmann electrons gives a 16% drop to its outer boundary, where the steeper field of the edge is included. At x = L/2 its potential is 1.92Tᵢ, against 1.81Tᵢ from the plateau formula.

Q. Ten percent in nₑ sounds harmless.

A. For the density it nearly is; for the 90% width it is not. Both terms of P are proportional to the local nₑ, so a slowly varying plateau follows √nₑ. Measured from the central density, the profile is approximately

u(s) exp[−0.052(1 − sℓ/L)²],

where 0.052 is half of 0.104. This product reaches 0.9 at s ≈ 2.06 instead of 1.75, an increase of 18%. The numerical width grows from 0.257 to 0.305 cm, or 19%, when the electrons change from uniform to Boltzmann with all inputs held fixed. The result is 27% above the simple formula. The shoulder is shallow near 90%, so a small slope of the plateau moves that point a long way.

Q. Where do the positive ions go after x = L? You have not shown me a wall.

A. That is a real limitation of the example. In the foot their drift speed tends to Γ₊/nₑ = 3.0 × 10⁴ cm/s, only 0.11 of the Bohm speed needed to enter a collisionless sheath. At this pressure the sheath is itself collisional, which lowers the speed required, but an outer layer of electrons and positive ions can still be expected to accelerate them. With constant mobility its ambipolar diffusion coefficient is D₊(1 + Tₑ/Tᵢ), and the electron density falls over roughly

D₊(1 + Tₑ/Tᵢ)nₑ/Γ₊ ≈ 71 · 0.0040 ≈ 0.28 cm.

Attachment also occurs there, and the field sends the new negative ions inward. If nₑ falls linearly to zero, their flux into the core is about νₐnₑ · 0.28/2 = 1.4 × 10¹⁴ cm⁻² s⁻¹. That is 7% of νₐnₑL, and would raise n₀ by about 3 to 4%.

The effect on S is larger. With an inward flux |Γ₋|, the flux sum gives

SL = 2D₊|n′| + (1 + D₊/D₋)|Γ₋|.

With the edge slope unchanged, this is about 5.5 × 10¹⁴ cm⁻² s⁻¹, so the ionization excess rises from 15% to about 27% of νₐ. The plateau field grows in proportion to S, and the electrons become less uniform. These figures leave out ionization in the outer layer and the thinning of the layer as the positive-ion flux grows; together these reduce the supply by about 30%, to roughly 1.0 × 10¹⁴ cm⁻² s⁻¹. The electron density is also lower at the core edge than at the centre and does not vanish at the wall, which brings the total reduction to nearly half. The rises in n₀ and in the ionization excess are therefore upper estimates. The closed-core values thus apply when the supply from outside is small; here they are first estimates.

Q. Is drift-diffusion even valid at the edge?

A. Over ℓ, yes; inside the foot, no. The relation D₊ = λv/3, with v the mean thermal speed, gives a mean free path λ of 0.0068 cm. This is 5% of ℓ but longer than the foot. The final drift speed is 0.57 of the thermal speed, so constant mobility is doubtful there too.

Quasi-neutrality holds better. With h for the foot length, the natural scale of the charge density is ε₀Tᵢ/h², which is 0.15 of the electron charge density enₑ. But the field in the foot is E = (Tᵢ/h)/(1 + 2n/nₑ), and with n′ = −nE/Tᵢ its gradient is at most 4/27 of Tᵢ/h². The net charge is therefore only 2 to 3% of enₑ. Because of the long mean free path, the foot formula still gives the size of a correction, not a resolved structure.

Q. And detachment? In some gases neutral atoms destroy negative ions faster than positive ions do.

A. This is why the gas was named. The dangerous reaction here would be F⁻ + F → F₂ + e. Its energy is the electron affinity of F minus the binding energy of F₂. Frozen-core CCSD(T) in the aug-cc-pVDZ basis, with F₂ at 1.42 Å, gives 3.2 − 1.3 = 1.9 eV uphill. Zero-point energy, relativistic effects and the basis-set limit are left out. The basis is small, and both terms come out low: the measured values are about 3.4 and 1.6 eV. Their difference of 1.8 eV would raise the ratio given below about thirtyfold.

At 500 K the thermal energy is 0.043 eV. With an allowed prefactor of 10⁻⁹ cm³/s, and the whole gas density counted as F atoms, this loss is of order 10⁻¹⁶ of recombination. An error of a few tenths of an electronvolt would change this ratio by a few powers of ten, but not the conclusion for thermal ions. Detachment by electron impact matters more: a rough allowance of 3 × 10⁻⁸ cm³/s makes it 4% of the recombination loss, which would lower n₀ by about 2%. It also returns electrons to the discharge, at a rate of about 4% of νₐnₑ, and the required ionization excess falls by about that amount.

Q. Would an engineer recognize this discharge?

A. The pressure, electron density and electron temperature are of a plausible order for fluorine-based chamber cleaning. The electron temperature was, however, chosen independently of the required νᵢ. In a gas of mostly F atoms, a rough ionization rate would place it nearer 2 eV than 3 eV. At 2 eV the condition for uniform electrons has 0.16 on its left side instead of 0.10, so the electrons would be less uniform than in the example. The diffusion coefficients are also uncertain. The polarization limit for F₂⁺ in atomic fluorine at this gas density is about 310 cm²/s rather than 120. With that value and D₋ unchanged, ℓ would be about 0.17 cm, the ionization excess about 32% and the left side of the uniformity condition 0.13 at 3 eV. The attachment frequency presumes strong dissociation. If the attachment coefficient is of order 10⁻⁹ cm³/s, it implies about 10¹⁴ F₂ molecules per cm³, half a percent of the gas. Less dissociation would raise νₐ, and with it n₀, and make the edge thinner.

Real reactors also have non-uniform heating, gas temperature and electron density. The Boltzmann calculation shows how far one such departure moves the width: from 2.6 mm with uniform electrons to 3.0 mm. A millimetre-scale edge around a centimetre-scale core is the conclusion that these estimates support for these inputs. The remaining figures are in the numerical output.

Computed results

```
Reduced profile: largest numerical difference = 1.1e-09
Edge slope |du/ds|: numerical 1.15470, formula 1.15470
90% width/ell: numerical 1.7523, formula 1.7523
Inner-tail decay rate times ell = 1.4139
Central-depression prefactor = 2.4245
L/ell for 1% central depression = 3.884
Full-model test: scaled half-width = 12.0, Dp/Dm = 0.50
  ne/local density 0.10: largest profile deviation 0.1109
  ne/local density 0.03: largest profile deviation 0.0482
  ne/local density 0.01: largest profile deviation 0.0208
At 0.01: center error, corrected formula = -0.38 %
At 0.01: center excess over local balance = 4.65 %
At 0.01: error of full/theory ionization excess = 2.29 %
At 0.01: error of full/theory 90% width = 1.48 %
Input gas pressure = 1.0 Torr; temperature = 500 K
Gas density = 1.931e+16 cm^-3; ion temperature = 0.0431 eV
Input electron density = 1.00e+10 cm^-3
Input electron temperature = 3.0 eV
Input attachment frequency = 1.00e+05 s^-1
Input recombination coefficient = 5.0e-08 cm^3/s
Input Dp, Dm = 120.0, 160.0 cm^2/s; Dh = 137.14 cm^2/s
Input half-width L = 2.0 cm
Local-balance density = 1.4142e+11 cm^-3
Corrected core density n0 = 1.4734e+11 cm^-3; n0/ne = 14.73
Edge length ell = 0.1364 cm = 1.364 mm; L/ell = 14.66
Inner-tail decay length = 0.0965 cm
Slope width = 0.1182 cm
90% edge width = 0.2391 cm = 2.391 mm
Positive-ion edge flux = 2.993e+14 cm^-2 s^-1
Required ionization frequency = 1.1496e+05 s^-1; excess = 14.96 %
Full model, uniform ne: center density = 1.4292e+11 cm^-3
  90% width = 0.2567 cm; error of formula test = 7.38 %
  ionization frequency = 1.1672e+05 s^-1
Full model, Boltzmann ne: center density = 1.4251e+11 cm^-3
  90% width = 0.3046 cm; error of formula test = 27.39 %
  ionization frequency = 1.1572e+05 s^-1
Plateau potential/Ti = 7.254; Te/Ti = 69.63
Potential/Ti at L/2: full 1.918, formula 1.814
Boltzmann electron-density drop to edge = 16.44 %
Width ratio Boltzmann/uniform: full 1.186, estimate 1.178
Input F2 bond length = 1.42 angstrom
CCSD(T): F electron affinity = 3.226 eV; F2 binding = 1.283 eV
CCSD(T): associative-detachment energy = 1.943 eV
Allowance: associative prefactor = 1.0e-09 cm^3/s
Associative detachment/recombination = 6.4e-17
Allowance: electron-detachment coefficient = 3.0e-08 cm^3/s
Electron detachment/recombination = 3.81 %
Positive-ion mean free path = 0.00682 cm; path/ell = 0.0500
Foot length = 0.00401 cm; foot/ell = 0.0294
Edge drift speed = 2.993e+04 cm/s
Edge drift/thermal speed = 0.567
Edge drift/Bohm speed = 0.108
Space-charge fraction estimate in foot = 0.148
```
